How a Small Mask Change Moves a Constant-Threshold Printed Contour

1. A straight edge

Let a bright feature occupy the region to the left of x = x₀, and let the image near its edge be a straight ramp,

I(x) = T − g(x − x₀), g > 0.

The resist is taken to print wherever I exceeds the fixed threshold T, so the edge is at x₀. Suppose that a change of the mask adds a small constant b to this intensity. The new edge x₁ satisfies

T − g(x₁ − x₀) + b = T.

Subtracting T from both sides gives g(x₁ − x₀) = b, hence

x₁ − x₀ = b/g.

The outward direction is +x, and the outward intensity derivative is −g. The shift is therefore

s = b/g = −b/(−g) = −(intensity change)/(outward derivative).

Extra light enlarges a bright feature, and a steeper image moves less. A real image is curved, and a mask change does not add the same intensity everywhere. These complications leave the formula intact to first order.

2. Contour, normal and sign

Let I(r, ε) be the image at wafer position r when the mask depends smoothly on a small parameter ε. The unchanged mask has ε = 0, and the contour is the set of points where I = T. For a bright feature the printed region has I > T; for a dark feature it has I < T.

Let r₀ be a point on the unchanged contour and n the unit normal pointing out of the printed feature. Define

Iₙ = n·∇I(r₀, 0).

The gradient points towards increasing intensity and is perpendicular to the contour, because I does not vary along the contour. Thus

bright feature: n = −∇I/|∇I|, Iₙ = −|∇I|,
dark feature: n = +∇I/|∇I|, Iₙ = +|∇I|.

In both cases ∇I = Iₙ n. A positive displacement s means that the feature grows locally.

3. From the mask to the intensity change

We use scalar imaging, a thin mask and an incoherent source. All lengths are at wafer scale, so the reduction of the lens has already been applied. For a square array of period p, the mask transmission t(r) has Fourier coefficients

M_k = (1/p²) ∫ t(r) exp(−2πi f_k·r) d²r,

with the integral over one cell. Light from source point q reaches the pupil with its frequencies displaced by f_q. If P is the pupil function, the image field is

E_q(r) = Σ_k P(f_k + f_q) M_k exp(2πi f_k·r).

A common phase exp(2πi f_q·r) has been dropped, since it cancels in |E_q|². Different source points do not interfere, so their intensities add with weights w_q:

I(r) = Σ_q w_q |E_q(r)|², Σ_q w_q = 1.

For a clear mask and a source lying inside the pupil this gives I = 1, which fixes the intensity unit.

Now let the mask change alter E_q to E_q + δE_q. Expanding the squared modulus,

|E_q + δE_q|² = |E_q|² + E_q* δE_q + E_q δE_q* + |δE_q|².

The two middle terms are complex conjugates, so they add to twice a real part. The last term is of second order. Hence

δI = 2 Re Σ_q w_q E_q* δE_q,

where δE_q is now the first-order field change. What matters is the interference between the added field and the field already present.

For a rectangular opening from x₁ to x₂ and y₁ to y₂, t = 1 inside and 0 outside. Moving the right edge from x₂ to x₂ + d changes only the upper limit of the x integral. Differentiating with respect to that limit gives

δM_k = (d/p²) exp(−2πi f_kx x₂) ∫ exp(−2πi f_ky y) dy,

with y running from y₁ to y₂. This is the spectrum of a line source of strength d on the moved edge.

A small clear defect of area a in an opaque region is also a weak perturbation, although its transmission is 1. If it is centred at r_d and is much smaller than the finest passed image period,

δM_k ≈ (a/p²) exp(−2πi f_k·r_d).

Here the small parameter is the area. Smallness refers to the effect on the image, and the transmission itself may jump from 0 to 1.

4. The displacement

Look along the normal through r₀ and define

F(s, ε) = I(r₀ + s n, ε) − T.

The original contour gives F(0, 0) = 0. The finite pupil passes a finite number of mask orders, so I is a finite sum of smooth functions of position. For the mask changes above it is also smooth in ε. If ∂F/∂s = Iₙ ≠ 0 at the origin, the implicit function theorem guarantees one smooth solution s(ε) near s = 0.

Along this solution F stays zero. Its total derivative at ε = 0 therefore vanishes:

Iₙ (ds/dε) + ∂I/∂ε = 0.

Solving for ds/dε and multiplying by ε, with δI = ε ∂I/∂ε at r₀, we obtain

s = −δI(r₀)/Iₙ + O(ε²).

The slope is that of the unchanged image. Using the slope of the new image would alter the result at second order.

The normal path is a convenience. Suppose instead that a labelled contour point follows any smooth path r(ε). Differentiating I(r(ε), ε) = T gives

∇I·(dr/dε) + ∂I/∂ε = 0.

Since ∇I = Iₙ n, this fixes n·(dr/dε) = −(∂I/∂ε)/Iₙ. The tangential part of dr/dε is free: it relabels points along the curve without changing its shape.

The distance from r₀ to the nearest point of the new contour also agrees with |s| to leading order. Let u be distance along the old tangent. Near the normal, the new contour has height

h(u) = s + αu + κu²/2 + ...,

where α is of order ε and κ is the curvature. The squared distance is u² + h². Its derivative vanishes when u + h h′ = 0, so u ≈ −αs, which is of second order. Substitution gives

u² + h² ≈ α²s² + s² − 2α²s² = s²(1 − α²).

The distance is thus |s|(1 − α²/2), and the difference from |s| is of third order.

5. A rigid shift as a limiting case

Translate the whole mask by d along x. The image must follow:

I(r, d) = I(r − d x̂, 0).

Differentiation gives δI = −d ∂I/∂x. Because ∂I/∂x = nₓIₙ,

s = −(−d nₓIₙ)/Iₙ = d nₓ.

This is the normal component of a rigid shift, as it should be.

The result also links the two sides of a symmetric hole. A rigid shift to the right moves the right mask edge outward by d and the left mask edge inward by d. Let s_R and s_L be the first-order outward displacements of the right and left printed edges when the right mask edge alone moves outward. By mirror symmetry, moving the left mask edge outward would displace the right printed edge by s_L; moving it inward gives −s_L. First-order effects add, so

s_R − s_L = d.

If the near edge responds by less than d, the far printed edge must move inward by the shortfall d − s_R.

6. Dose and threshold changes

If the dose rises by a relative amount η, every intensity is multiplied by 1 + η. On the contour I = T, so δI = ηT and

s = −ηT/Iₙ.

If the threshold also changes by δT, the first-order condition is Iₙs + δI = δT, or

s = (δT − δI)/Iₙ.

The headline formula therefore requires T to stay fixed. A resist whose effective threshold depends on the surrounding image needs the extra term.

7. The next term and the point of failure

Write s = s₁d + s₂d² for a mask-edge move d. Let subscripts n and d denote derivatives along the normal and with respect to the move. Expanding F to second order gives

Iₙs + I_d d + ½Iₙₙs² + Iₙd s d + ½I_dd d² = 0.

The terms in d give s₁ = −I_d/Iₙ. Those in d² give

s₂ = −(½Iₙₙs₁² + Iₙd s₁ + ½I_dd)/Iₙ.

The three contributions come from image curvature, the change of slope caused by the mask, and the nonlinear change of intensity. All are divided by Iₙ, so a weak slope shortens the useful range of the linear law.

At an intensity peak Iₙ = 0 and the law fails. By the fourfold symmetry of a square hole, the image near its centre is

I ≈ I_p − cr²/2, c > 0.

Set T = I_p, so that the original contour is a single point, and raise the mask amplitude by a fraction η. The intensity is multiplied by (1 + η)². The new contour obeys

(1 + η)²(I_p − cr²/2) = I_p.

To leading order this becomes 2ηI_p = cr²/2, hence

r = 2√(ηI_p/c).

The radius grows as a square root. For amplitude rises of 0.0001 and 0.0004 in the example below, the computed radii are 1.261 nm and 2.522 nm: four times the change gives twice the radius.

The theorem is also local. If the slope is nonzero on the whole original contour, |I − T| has a positive minimum outside a narrow strip around it. A mask change whose largest intensity effect is below that minimum cannot create a separate contour there. A larger change can do so, and the displacement formula will not announce it.

8. A worked hole array

Take 160 nm square clear holes in an opaque mask, at 400 nm pitch. The wavelength is 193 nm, the numerical aperture 0.75 and the source fill 0.50 of the pupil radius. The threshold is set to T = 0.2865, which makes the unchanged hole print 160 nm wide along its axis. It is then held fixed while the right mask edge of every hole in the array moves outward by 2 nm. On a fourfold reticle this is 8 nm.

At the right printed edge,

Iₙ = −0.006568 per nm, δI = 0.012611.

The predicted displacement is

s = −0.012611/(−0.006568 per nm) = 1.920 nm.

Solving for the new contour directly gives 1.913 nm. The prediction is high by 0.007 nm, or 0.4 percent of the direct value. The second-order term evaluates to −0.0076 nm, close to the full difference, direct minus predicted, of −0.0074 nm.

The same result can be read as a dose change. The intensity change is 0.012611/0.2865 = 4.40 percent of the threshold. A one percent dose rise moves the edge by 0.01 × 0.2865/0.006568 = 0.436 nm, and 4.40 × 0.436 nm is again 1.92 nm.

Around the contour, with angles measured from the direction of the moved edge, the results are:

0°: predicted 1.920 nm, direct 1.913 nm
45°: predicted 1.489 nm, direct 1.473 nm
90°: predicted 0.642 nm, direct 0.623 nm
135°: predicted 0.075 nm, direct 0.064 nm
180°: predicted −0.080 nm, direct −0.087 nm

The source is represented by the points of a 20 × 20 grid that lie inside its disc. A much denser sampling raises the threshold to about 0.287 and moves the displacements in this list by up to about 0.003 nm, so their third decimals belong to this grid.

The absolute errors of the linear estimate are at most about 0.02 nm. The relative error is 18 percent of the direct value at 135°, where the first-order response is small. It grows without limit near 145°, where the direct displacement passes through zero. A small displacement is therefore not by itself a sign that its linear estimate has a small relative error.

The far edge moves inward, as the rigid-shift relation requires: 1.920 − (−0.080) = 2.000 nm. At 45° and 135° the corresponding difference should be 2 cos 45° = 1.414 nm, and the predicted values give 1.489 − 0.075 = 1.414 nm. The printed width changes by 1.920 − 0.080 = 1.840 nm in the linear estimate and by 1.825 nm directly.

At 45° the distance along the old normal is 1.47291 nm, while the nearest distance is 1.47280 nm. Before rounding, their relative difference is about 7.9 × 10⁻⁵, close to α²/2 = 7.7 × 10⁻⁵ for the tilt α = 0.0124 rad of the new contour. The contour has turned very little, so the two measures of displacement nearly coincide.

The order of the error was tested by reducing the mask move from 2 nm to 1 nm and then to 0.5 nm. At each halving, the largest error among the five points fell by a factor greater than 3.3; a purely quadratic error would fall by 4. The same held for the complementary mask, an opaque square in a clear field, with its threshold reset to place the right edge at 80 nm. There the outward slope is positive and the intensity change is negative, so the feature again grows.

A fully clear defect gives a different kind of mask change. Place a 16 nm clear square 130 nm to the right of each hole centre, so that the defect repeats with the array. Its area is 256 nm², one percent of the hole area. With δM_k taken as the exact spectrum of the small square, the predicted shift of the right edge is 1.319 nm and the direct value is 1.335 nm. The point formula of section 3 gives a shift about 0.004 nm larger, 0.9 percent below the direct value; the figures that follow refer to the exact spectrum. The prediction is low by 1.2 percent of the direct value, even though the defect's transmission changes from 0 to 1. A denser source sampling lowers both displacements by 0.001 to 0.002 nm and leaves this percentage unchanged. On a fourfold reticle the defect is 64 nm wide, a third of the wavelength, and the thin-mask assumption is doubtful for so small an opening. These values test the linear law within the model; the shift caused by a real pinhole may differ considerably.

9. What a real resist and scanner add

The optical settings are rough values for a dry ArF scanner; immersion tools reach higher apertures. An 8 nm reticle-edge move is large for a mask placement error and is better regarded as a deliberate correction. The estimates below use rough process values and restore one omitted effect at a time. In each case the unchanged edge is recalibrated to 80 nm. The changes are relative to the direct displacement of 1.913 nm:

vector field in a resist of index 1.7: +0.03 nm
acid blur of 15 nm: +0.04 nm
defocus of 100 nm: +0.03 nm
mask-edge layer 5 nm wide at wafer scale: +0.05 nm
development contrast of 6: +0.19 nm

The vector estimate leaves out the angle-dependent transmission into the resist and the obliquity factor of the lens; including both for a bare resist surface reduces it to about +0.02 nm. The mask-edge layer represents mask thickness by a strip inside the opening whose transmitted field is shifted by 90°. The largest systematic change in this list comes from abandoning the constant threshold. It is about 10 percent of the displacement at a contrast of 6, but it depends strongly on that value: in the same model it is +0.76 nm at a contrast of 3, +0.05 nm at 10 and +0.02 nm at 20, so for a high-contrast resist it is comparable with or smaller than the optical terms. The value 1.9 nm is thus a result of the threshold model, and for a real process its second digit may change.

The development estimate can be understood from a simple path. Let the dissolution rate be proportional to I^γ. Developer first crosses a film of thickness D at the hole centre, then moves sideways to the edge x_e. Apart from a constant factor, the time is

τ = D I(0)^(−γ) + ∫ I(x)^(−γ) dx,

with x running from 0 to x_e. Keep τ fixed, perturb the image and differentiate. The moving upper limit contributes T^(−γ)s, while the intensity changes contribute negative terms. Therefore

T^(−γ)s = γ[D I(0)^(−γ−1) δI(0) + ∫ I(x)^(−γ−1) δI(x) dx].

The edge now responds to light along the whole path. For large γ the integral is dominated by the dim region next to the edge, where I ≈ T + |Iₙ|(x_e − x). There

∫ I^(−γ−1) dx ≈ T^(−γ)/(γ|Iₙ|).

The centre term becomes negligible because I(0) > T. What remains is s = δI/|Iₙ|, the threshold law for a bright feature. The numerical model with D = 200 nm agrees with this limit: at γ = 100 its displacement lies within 0.05 nm of the threshold result. At γ = 6 the change depends on the film thickness: it is +0.19 nm for D = 200 nm and +0.14 nm for D = 100 nm.

Photon noise is random and does not belong to the same list. Let ν be the mean density of absorbed photons at the edge, and suppose that this density varies roughly linearly across a normalized Gaussian blur G of length ℓ. The linear part averages out because G and G² are symmetric, so Poisson statistics give a blurred signal of mean ν and variance ν∫G² d²r. For the Gaussian,

∫G² d²r = [1/(2πℓ²)]² πℓ² = 1/(4πℓ²).

The relative noise is therefore 1/√(4πℓ²ν). A clear-field dose of 20 mJ/cm² is about 194 photons per nm², at 6.42 eV each. With 20 percent absorption and a blurred edge intensity of about 0.28, ν is about 11 per nm² at the edge. For ℓ = 15 nm the relative noise is 0.57 percent. Treating it as a dose fluctuation in the blurred image gives a one-sigma edge displacement of 0.26 nm. This estimate averages through the film thickness. The mask-induced shift of 1.9 nm is thus a prediction for the mean contour, and a single point on the edge of one hole can depart from it by a few tenths of a nanometre from this source alone. Averaging around the hole reduces the fluctuation: the one-sigma value for the mean radius is about 0.09 nm.

Standing waves, absorption with depth, lens aberrations and chemical noise are not included in these estimates. The numerical output gives the five listed changes at higher precision for comparison within the model.

Computed values

```
Wavelength: 193 nm; numerical aperture: 0.75
Source fill: 0.50; pitch: 400 nm; hole: 160 nm
Mask edge move, wafer scale: 2.0 nm
Mask edge move, reticle scale: 8.0 nm
Peak relative intensity: 0.6762
Threshold relative intensity: 0.2865
Outward intensity derivative at right edge: -0.006568 per nm
First-order intensity change at right edge: 0.012611
Edge displacement per unit mask-edge move: 0.9600
Contour angle (deg), x (nm), y (nm), predicted s (nm), root s (nm):
  0, 80.00, 0.00, 1.9200, 1.9126
  45, 56.69, 56.69, 1.4893, 1.4729
  90, 0.00, 80.00, 0.6423, 0.6232
  135, -56.69, 56.69, 0.0751, 0.0637
  180, -80.00, 0.00, -0.0800, -0.0874
Width change, predicted: 1.8400 nm
Width change, root-found: 1.8252 nm
Second-order displacement at right edge: -0.0076 nm
At 45 deg, normal intercept: 1.47291 nm; nearest: 1.47280 nm
Clear defect centred at x = 130 nm, y = 0 nm; side 16 nm:
  predicted s: 1.3187 nm
  root-found s: 1.3346 nm
Peak-threshold radii for amplitude rises 0.0001 and 0.0004:
  1.2610 nm and 2.5218 nm
Edge displacement for 1 percent dose rise: 0.4362 nm
Rough inputs: resist index 1.7; blur 15 nm
  defocus 100 nm; mask layer 5 nm wafer scale
  resist 200 nm; development contrast 6
Right-edge displacement with one neglected effect restored:
  vector field in resist: 1.9424 nm; change +0.0298 nm
  acid blur: 1.9512 nm; change +0.0386 nm
  defocus: 1.9425 nm; change +0.0299 nm
  mask boundary layer: 1.9584 nm; change +0.0458 nm
  finite development contrast: 2.0983 nm; change +0.1857 nm
  finer source sampling: 1.9112 nm; change -0.0014 nm
Clear-field dose: 20 mJ/cm2; absorbed: 0.20
Photon energy: 6.424 eV
Absorbed photons at edge: 10.98 per nm2
Relative photon noise after blur: 0.568 percent
Photon-noise edge displacement, one sigma: 0.2629 nm
```
